\section*{Photocurrent from the Golden Rule: Dyson Orbitals and the Sudden Approximation}

\section{The rate and the light}

\textbf{Q.} Photoemission intensities are read as a squared matrix element times $f(\omega)A(k,\omega)$. The light acts on a many-electron system, and the electron that leaves interacts with what stays behind. Where does a one-particle function come from?

\textbf{A.} From a counting of final states, under conditions that we can name one at a time. Begin with the light. I use Hartree atomic units, with $c_{\rm l}$ the speed of light. An electron has charge $-1$, so its kinetic energy is $(\mathbf p+\mathbf A/c_{\rm l})^2/2$. For a uniform field $\mathbf A=\mathbf A_0\cos\Omega t$ the cross term is $\mathbf A\cdot\mathbf p/c_{\rm l}$. Writing the cosine as two exponentials gives
\begin{equation}
H'(t)=\Delta e^{-i\Omega t}+\Delta^\dagger e^{i\Omega t},\quad
\Delta=\frac{\mathbf A_0\cdot\mathbf p}{2c_{\rm l}}=\sum_{ab}\Delta_{ab}c_a^\dagger c_b ,
\end{equation}
where $c_b$ removes an electron from orbital $b$ of an orthonormal set.

\textbf{Q.} You have dropped $A^2$, and a real field is not uniform.

\textbf{A.} For a uniform field the $A^2$ term is a number times the electron count. It changes a phase and causes no transition. Uniformity itself is an approximation: it drops the photon momentum and the rapid change of the field at a surface, where $\nabla\cdot\mathbf A\neq0$ adds a term to $\Delta$.

To first order in $\Delta$, with $y=E_f-E_i-\Omega$, the amplitude of state $f$ at time $t$ has modulus $|\Delta_{fi}\int_0^t e^{iyt'}dt'|$. Its square is $|\Delta_{fi}|^2\,4\sin^2(yt/2)/y^2$. As a function of $y$ the last factor has area $2\pi t$ and narrows as $t$ grows, so it tends to $2\pi t\,\delta(y)$. Dividing by $t$ and averaging over initial states with weights $w_i$ gives the rate into photoelectron state $p$,
\begin{equation}
J_p=2\pi\sum_i w_i\sum_{s}|\langle f_{ps}|\Delta|i\rangle|^2\,\delta(E_f-E_i-\Omega).
\label{eq:gr}
\end{equation}
Here $s$ labels the states of the $N-1$ electrons left behind. Higher orders in the field are dropped, as is the $\Delta^\dagger$ term, which describes stimulated emission.

\section{The final state}

\textbf{Q.} What is $f_{ps}$? The electron and the remaining system do not separate at once.

\textbf{A.} Far away and late, they are an electron in $p$ with energy $\epsilon_p$ above vacuum and a system in $s$ with energy $E_s$. Let $H=H_0+V$. $H_0$ contains the remaining system and an electron moving in a static potential, whose scattering states are the $p$. $V$ is the rest of their interaction. For this step I treat the fast electron as distinguishable, which drops exchange with the others. The state that ends as $(p,s)$ obeys the incoming-wave equation
\begin{equation}
|f_{ps}\rangle=|ps\rangle+\frac{1}{E-i0-H}V|ps\rangle ,\qquad E=E_s+\epsilon_p .
\end{equation}
Taking the adjoint turns $-i0$ into $+i0$. Replacing $H$ by $H_0$ in the denominator keeps first order in $V$:
\begin{equation}
\langle f_{ps}|\Delta|i\rangle= M_s+\sum_{s'}\langle p|V_{ss'}\,G^0_{s'}\,\Delta|g_{s'}\rangle+\dots
\label{eq:T}
\end{equation}
Here $M_s=\langle ps|\Delta|i\rangle$, $G^0_{s'}=(E-E_{s'}-h+i0)^{-1}$, and $h$ is the one-electron part of $H_0$. The one-electron function $g_{s'}$ is what remains of the initial state when the others are found in $s'$.

The sudden approximation keeps $M_s$. The dropped terms have distinct meanings:
\begin{itemize}
\item $V_{ss}$ scatters the electron elastically from the particular hole state left behind;
\item $V_{ss'}$ with $s\ne s'$ transfers energy on the way out, an extrinsic loss;
\item in the squared modulus, the product of $M_s^*$ with the $s'\ne s$ part of the second term is the interference of intrinsic and extrinsic losses.
\end{itemize}

\textbf{Q.} With $V$ gone, may I write the final state as $c_p^\dagger|s\rangle$?

\textbf{A.} Yes, if $p$ is empty in $|s\rangle$, so that the state has norm one, and if $p$ neither interacts nor mixes with the rest, so that its energy is $E_s+\epsilon_p$.

\section{The Dyson orbital}

\textbf{Q.} The amplitude is then $\langle s|c_p\Delta|i\rangle$. That still has three fermion operators in it.

\textbf{A.} Move $c_p$ to the right, using $c_pc_a^\dagger=\delta_{pa}-c_a^\dagger c_p$ and then $c_pc_b=-c_bc_p$:
\begin{align}
c_p\Delta&=\sum_{ab}\Delta_{ab}(\delta_{pa}-c_a^\dagger c_p)c_b\nonumber\\
&=\sum_b\Delta_{pb}c_b+\sum_{ab}\Delta_{ab}c_a^\dagger c_bc_p
=\sum_b\Delta_{pb}c_b+\Delta c_p .
\end{align}
The last term acts on $c_p|i\rangle$, whose squared norm is $\langle i|c_p^\dagger c_p|i\rangle$, the initial occupation of $p$. It vanishes if $p$ is empty in the initial state. In a real correlated state a high-energy orbital has some small virtual occupation, and this is the term neglected by ignoring it.

With the field operator $\psi(x)=\sum_b\phi_b(x)c_b$, define the Dyson orbital
\begin{equation}
g_s(x)=\langle s|\psi(x)|i\rangle=\sum_b\phi_b(x)\langle s|c_b|i\rangle .
\end{equation}
The remaining amplitude is the matrix element of a one-electron transition out of it:
\begin{equation}
M_s=\sum_b\Delta_{pb}\langle s|c_b|i\rangle=\langle p|\Delta|g_s\rangle .
\end{equation}

\textbf{Q.} Is $g_s$ an ordinary orbital, then?

\textbf{A.} It is a function of one electron's coordinates, but it need not be normalized. Since the $\phi_b$ are orthonormal, $\|g_s\|^2=\sum_b|\langle s|c_b|i\rangle|^2$, the pole strength of that line. Summing over all $s$ gives $\sum_b\langle i|c_b^\dagger c_b|i\rangle=N$. For one Slater determinant and a hole in one of its orbitals, with the others frozen, $g_s$ is that orbital up to a phase and has norm one.

\section{The Fermi function}

\textbf{Q.} So far there are many Dyson orbitals and no $f$.

\textbf{A.} Insert $M_s$ in \eqref{eq:gr} and define
\begin{equation}
\omega=\epsilon_p-\Omega-\mu .
\end{equation}
Energy conservation reads $E_i-E_s=\epsilon_p-\Omega=\omega+\mu$. With $K=H-\mu N$ and one electron fewer in $s$, this is $K_i-K_s=\omega$. Hence
\begin{align}
J_p&=2\pi\sum_{ab}\Delta_{pa}\Delta_{pb}^*A^<_{ab}(\omega),\\
A^<_{ab}(\omega)&=\sum_{is}w_i\langle s|c_a|i\rangle\langle i|c_b^\dagger|s\rangle\,\delta(\omega-K_i+K_s).
\end{align}
If $\mu=-\Phi$ relative to vacuum, the kinetic energy is $\epsilon_p=\Omega-\Phi+\omega$, and states below the chemical potential have $\omega<0$.

The spectral function contains removal and addition,
\begin{equation}
A_{ab}(\omega)=\int\frac{dt}{2\pi}\,e^{i\omega t}\langle\{c_a(t),c_b^\dagger\}\rangle ,\quad c_a(t)=e^{iKt}c_ae^{-iKt}.
\end{equation}
Expand in eigenstates of $K$. Both orderings contain $\langle s|c_a(t)|i\rangle=e^{i(K_s-K_i)t}\langle s|c_a|i\rangle$, so both give the same delta function. The ordering $c_b^\dagger c_a(t)$ is weighted by $w_i$, and $c_a(t)c_b^\dagger$ by $w_s$:
\begin{equation}
A_{ab}=\sum_{is}(w_i+w_s)\langle s|c_a|i\rangle\langle i|c_b^\dagger|s\rangle\,\delta(\omega-K_i+K_s).
\end{equation}
In the grand canonical ensemble $w\propto e^{-K/kT}$, so on the delta function $w_s=w_ie^{\omega/kT}$. Therefore $A_{ab}=(1+e^{\omega/kT})A^<_{ab}$, or
\begin{equation}
A^<_{ab}=f(\omega)A_{ab}(\omega),\qquad f(\omega)=\frac{1}{e^{\omega/kT}+1}.
\end{equation}

\textbf{Q.} So $f$ is not the occupation of independent electrons?

\textbf{A.} No independence was used. What was used is equilibrium. In a pumped sample the ratio $w_s/w_i$ is different, and this step fails.

\section{The band product}

\textbf{Q.} You have a double sum over orbitals. The formula I was promised has one squared matrix element.

\textbf{A.} Use Bloch orbitals $k\alpha$, with $\alpha$ the band. A lattice translation by $R$ leaves $K$ and the weights unchanged and multiplies $c_{k\alpha}c^\dagger_{k'\alpha'}$ by a phase $e^{\pm i(k-k')R}$. So $A_{k\alpha,k'\alpha'}$ equals itself times that phase for every $R$, and it vanishes unless $k=k'$. Since the light is uniform, $\Delta$ couples $p$ to the $k$ that equals its momentum up to a reciprocal lattice vector. With $M_{k\alpha}=\langle p|\Delta|k\alpha\rangle$,
\begin{equation}
J_p=2\pi f(\omega)\sum_{\alpha\alpha'}M_{k\alpha}M_{k\alpha'}^*A_{\alpha\alpha'}(k,\omega).
\label{eq:multi}
\end{equation}
If one band couples to $p$, this is
\begin{equation}
\boxed{J_p=2\pi|M_k|^2f(\omega)A(k,\omega)} .
\label{eq:main}
\end{equation}
$A$ belongs to the spin of state $p$ and has $\int A\,d\omega=\langle\{c_k,c_k^\dagger\}\rangle=1$. $J_p$ is the rate into one state; a detector sums it over the states it accepts.

A surface breaks translation along its normal, so $k$ here is the in-plane momentum. States with different normal momenta then play the part of $\alpha$. The single product suits a layered system with one such state, or a case where one of them dominates.

\textbf{Q.} Can I integrate the measured line and get an occupation?

\textbf{A.} After dividing by $2\pi|M_k|^2$, if $M_k$ is constant over the scan. Integrating $A^<$ removes the delta function, and completeness of $s$ gives
\begin{align}
\int fA\,d\omega&=\langle c_k^\dagger c_k\rangle=n_k,\\
\int\omega fA\,d\omega&=\sum_{is}w_i(K_i-K_s)|\langle s|c_k|i\rangle|^2
=\langle c_k^\dagger[c_k,K]\rangle .
\end{align}
In a scan at fixed $\Omega$ the final energy changes, so $M_k$ may change too.

\section{A ring of four sites}

\textbf{Q.} Show me a correlated case where a uniform mean field would mislead me.

\textbf{A.} Take a four-site Hubbard ring with hopping $t=0.02$, repulsion $U=0.08$, site energy $-0.20$, $\mu=-0.17$ and $kT=0.005$, all in Ha. The temperature is about $1580$ K, so thermal factors are visible. The photoelectron energy is held at $0.8$ Ha and $\Omega$ is scanned. Each site $j$ emits with $\Delta_{pj}=m\,e^{-ikR_j}$ and $m=0.001$ Ha. The Bloch orbital has site amplitudes $e^{ikR_j}/\sqrt4$, so the phases cancel and
\begin{equation}
M_k=4m/\sqrt4=0.002\ \text{Ha},\qquad |M_k|^2=4\times10^{-6}\ \text{Ha}^2 .
\end{equation}
With $a$ the site spacing:
\begin{center}
\begin{tabular}{cccc}
$k$ & $n_k$ & mean $\omega$ (Ha) & peak $\omega$ (Ha)\\
$0$ & 0.894 & $-0.043$ & $-0.043$\\
$\pi/2a$ & 0.486 & $-0.023$ & $-0.016$\\
$\pi/a$ & 0.101 & $-0.057$ & $-0.072$
\end{tabular}
\end{center}
At $k=0$ the peak appears at $\Omega=\epsilon_p-\mu-\omega=0.8+0.17+0.043=1.013$ Ha, and it lies about $1.2$ eV below the chemical potential.

Look at $k=\pi/a$. The ring holds $3.93$ electrons, or $0.492$ per site and spin. A uniform mean field evaluated at this density puts the level at
\begin{equation}
-0.20+0.17+2(0.02)+0.08(0.492)=0.049\ \text{Ha}
\end{equation}
above $\mu$, where, with one more digit, $0.0493$ Ha, $f\approx e^{-0.0493/0.005}\approx5\times10^{-5}$. The actual occupation is $0.10$, and its removal weight is centred below $\mu$, at a mean $\omega$ of $-0.057$ Ha. The same $f(\omega)$ multiplies an $A$ that the interaction has spread to negative $\omega$. The failure is that of the uniform mean field. An antiferromagnetic mean field at the same $\mu$ and $kT$ mixes $k=0$ with $\pi/a$ and gives an occupation of about $0.11$ centred near $-0.04$ Ha, at the price of breaking the translation symmetry that the exact state keeps.

\textbf{Q.} Is the $k=0$ peak a single line?

\textbf{A.} Its height says no. The integrated signal is $2\pi(4\times10^{-6})(0.894)=2.25\times10^{-5}$ Ha$^2$. One line with the Gaussian resolution used here, standard deviation $0.003$ Ha, would have height $2.25\times10^{-5}/(0.003\sqrt{2\pi})=3.0\times10^{-3}$ Ha. The computed peak is $1.5\times10^{-3}$ Ha, about half of that, so the weight is shared among lines.

\textbf{Q.} May I divide measured data by $f$ to recover $A$?

\textbf{A.} Resolution smears the product $fA$. Multiplying an already smeared $A$ by $f$ is a different operation. In this ring the largest difference between the two signals is $0.1\%$ of the peak signal at $k=0$, $3\%$ at $\pi/2a$ and $4\%$ at $\pi/a$. Dividing by $f$ multiplies that difference by $1/f=1+e^{\omega/kT}$, so these figures do not bound the error of the recovered $A$ above $\mu$.

\textbf{Q.} And when there are two bands?

\textbf{A.} Alternating site energies of $\pm0.01$ Ha couple $k=0$ to $\pi/a$ and make two bands. Without $U$ each band operator removes an electron at one definite energy and the bands are independent, so $A_{\alpha\alpha'}$ is diagonal. With $U=0.08$ Ha it is not diagonal in these noninteracting bands. Dropping the terms $\alpha\neq\alpha'$ in \eqref{eq:multi} then changes the $k=0$ spectrum by up to $3.8\%$ of its peak. The numerical check compares \eqref{eq:main} with a direct sum of \eqref{eq:gr} over many-body states for the uniform ring.

\section{How sudden is sudden?}

\textbf{Q.} That ring has $V=0$ by decree. You have tested the algebra, not the sudden approximation.

\textbf{A.} Agreed; that needs a model in which the electron interacts on its way out. Let one electron in one dimension start in $\phi(x)=\sqrt\kappa\,e^{-\kappa|x|}$, with $\kappa=1$ bohr$^{-1}$ and a boson in its vacuum. The hole it leaves shifts the boson:
\begin{equation}
H_{\rm hole}=\nu b^\dagger b-\lambda(b+b^\dagger)=\nu\tilde b^\dagger\tilde b-\lambda^2/\nu,\quad \tilde b=b-d,\ d=\lambda/\nu .
\end{equation}
Expanding $\nu(b^\dagger-d)(b-d)$ confirms the second form. Take $\nu=0.2$ Ha and $\lambda=0.1$ Ha, so $d=0.5$ and the main line gains $\lambda^2/\nu=0.05$ Ha $=1.36$ eV of kinetic energy by relaxation.

The Dyson orbitals are $g_s(x)=\phi(x)\langle s|{\rm vac}\rangle$, with $s$ counting $\tilde b$ quanta. Since $b|{\rm vac}\rangle=0$, we have $\tilde b|{\rm vac}\rangle=-d|{\rm vac}\rangle$. Projecting on $\langle s-1|$ gives $\sqrt s\,\langle s|{\rm vac}\rangle=-d\,\langle s-1|{\rm vac}\rangle$. Iterating and normalizing,
\begin{equation}
\|g_s\|^2=e^{-d^2}\frac{d^{2s}}{s!}=0.779,\ 0.195,\ 0.024,\dots
\end{equation}
These are a main line and satellites spaced by $\nu$.

\textbf{Q.} So the first satellite is a quarter of the main line?

\textbf{A.} In pole strength, yes. In current, no: the kinetic energies differ, and both the matrix element and the density of final states depend on them. With $\Delta=-i\,d/dx$ (field prefactor set to one),
\begin{equation}
M(p)=\int e^{-ipx}(-i\phi')\,dx=p\int e^{-ipx}\phi\,dx=\frac{2\kappa^{3/2}p}{\kappa^2+p^2}.
\end{equation}
The normalized plane wave carries $1/\sqrt{2\pi}$, and $dp/d\epsilon=1/p$. The rightward current is therefore $2\pi\|g_s\|^2(M^2/2\pi)/p=\|g_s\|^2M^2/p$. For a main line at $\epsilon=1$ Ha, $p_0^2=2$ and $p_1^2=1.6$, and the sudden ratio of satellite to main line is
\begin{equation}
0.25\,\sqrt{\frac{1.6}{2}}\left(\frac{1+2}{1+1.6}\right)^2=0.298 .
\end{equation}

\textbf{Q.} Now switch on the interaction.

\textbf{A.} Let the outgoing electron couple by $V=u(x)(b+b^\dagger)$, with $u=\lambda e^{-x^2/2r^2}$ and $r=2$ bohr. At $x=0$ it cancels the hole's pull on the boson. Away from $x=0$ the cancellation is partial, so $\phi$ times the boson vacuum is not an exact eigenstate of the coupled problem. The model keeps it as the initial state and lets $V$ act only on the outgoing electron. The numerical solution keeps five boson states and imposes outgoing waves:
\begin{center}
\begin{tabular}{cccc}
$\epsilon$ (Ha) & sudden ratio & full ratio & error of sudden\\
1 & 0.298 & 0.249 & 20\%\\
4 & 0.267 & 0.248 & 7.8\%\\
16 & 0.255 & 0.249 & 2.1\%\\
64 & 0.251 & 0.250 & 0.5\%
\end{tabular}
\end{center}
Errors are relative to the full ratio. At $1$ Ha (27 eV) the interaction raises the main line by $4\%$ and lowers the satellite by $13\%$ relative to their sudden values. The full ratio stays close to $0.25$ throughout. At high energy this follows from the choice $u(0)=\lambda$, as shown below, so it does not carry over to another system.

\textbf{Q.} Why does the error fall so slowly?

\textbf{A.} Estimate the second term of \eqref{eq:T}. To the right of the orbital, the outgoing wave in channel $s'$ is $-(i/p_{s'})M_{s'}e^{ip_{s'}x}$, where $M_{s'}$ includes the overlap. Up to the boson matrix element, the region $x>0$ contributes
\begin{equation}
-\frac{i}{p_{s'}}M_{s'}\int_0^\infty u(x)\,e^{i(p_{s'}-p_s)x}\,dx .
\end{equation}
At high energy $p_{s'}-p_s\approx(s-s')\nu/p$ is small. The leading part is $-i\bar u/p$ times $M_{s'}$, with $\bar u=\int_0^\infty u\,dx=\lambda r\sqrt{\pi/2}=0.25$. That is $0.18$ at $1$ Ha and $0.02$ at $64$ Ha: the interaction strength times the time spent within range.

This part is imaginary while $M_s$ is real, so it enters the intensity through its square, of order $1/p^2$. The second-order term in $V$, dropped in \eqref{eq:T}, carries two factors $-i/p$, so its leading part is real and interferes with $M_s$ at the same order. Expanding the exponential gives a real part, also of order $1/p^2$. Since $p^2=2\epsilon$, the estimate suggests an error proportional to $1/\epsilon$. It ignores two further real terms of the same order. The part of the wave that decays as $e^{-\kappa|x|}$ gives $2\lambda/p^2$, and the leftward wave reflected by $u$ gives $-\lambda/2p^2$, both in units of $M_{s'}$. Their sum, $0.15/p^2$, is about twice the real part kept here, $\nu\lambda r^2/p^2=0.08/p^2$ in size for neighbouring channels. The size needs these terms and the boson factors. From $b^\dagger=\tilde b^\dagger+d$ and $\sqrt s\,\langle s-1|{\rm vac}\rangle=-(s/d)\langle s|{\rm vac}\rangle$ we get $\langle s|b+b^\dagger|{\rm vac}\rangle=(d-s/d)\langle s|{\rm vac}\rangle$. The real part kept, weighted by $s-s'$, involves $\langle s|\tilde b^\dagger-\tilde b|{\rm vac}\rangle$, which has the same value. A real term $\gamma/p^2$ therefore changes the ratio of satellite to main line by the fraction $-2\gamma/(dp^2)=-\gamma/(d\epsilon)$. The two local terms, $\gamma=3\lambda/2$, give $-3\nu/2\epsilon=-0.300/\epsilon$, and $\gamma=\nu\lambda r^2$ gives $-0.160/\epsilon$. The imaginary part, summed to second order, adds $-i\bar u/p$ to the boson displacement, so $d^2$ becomes $d^2+\bar u^2/p^2$, a fraction $+0.126/\epsilon$. The total is $-0.334/\epsilon$. The two terms that depend on the range nearly cancel, and nine tenths of the error comes from $x=0$, not from the time spent within range. The sudden ratio tends to $d^2(p_0/p_1)^3\approx d^2(1+3\nu/2\epsilon)$, and the local terms cancel this correction because $u(0)=\lambda$, which is why the full ratio stays near $0.25$ at high energy. The numerical check supports the power for the full model: the full ratio divided by the sudden ratio, minus one, times $\epsilon$ is $-0.329$ Ha at $32$ Ha and $-0.332$ Ha at $64$ Ha.

\textbf{Q.} Then $1/\epsilon$ is the rule for my experiment?

\textbf{A.} It is the behaviour of this model, with a cusped orbital and a short-range coupling. The real part of order $1/p^2$ needs $\int_0^\infty xu\,dx$ to be finite. For $u\sim x^{-2}$ it acquires a logarithm and for $u\sim x^{-3/2}$ it falls as $\epsilon^{-3/4}$, although $\bar u$ is finite in both cases; if $\bar u$ diverges, the estimate does not apply at all. In a solid the electron can also lose energy far from the hole it left. What carries over is the division in \eqref{eq:T}: $f(\omega)A(k,\omega)$ describes the intrinsic part of the spectrum, and satellite weights at low kinetic energy need the rest of that equation.

\section*{Computed results}
\begin{verbatim}
PART ONE: Hubbard ring, 4 sites
hopping 0.02 Ha, U 0.08 Ha, site energy -0.2 Ha
mu -0.17 Ha, kT 0.005 Ha = 1579 K
photoelectron energy 0.8 Ha, resolution 0.003 Ha
site amplitude m 0.001 Ha, mean electron number 3.9336
k = 0*pi/(2a): n_k 0.8942, mean omega -0.0432 Ha
  peak omega -0.043 Ha = -1.17 eV, J there 1.547e-03 Ha
  photon energy for peak 1.013 Ha
  error if f multiplies broadened A: 0.14 % of peak
k = 1*pi/(2a): n_k 0.4857, mean omega -0.0231 Ha
  peak omega -0.016 Ha = -0.44 eV, J there 8.909e-04 Ha
  photon energy for peak 0.986 Ha
  error if f multiplies broadened A: 3.14 % of peak
k = 2*pi/(2a): n_k 0.1011, mean omega -0.0573 Ha
  peak omega -0.072 Ha = -1.96 eV, J there 1.451e-04 Ha
  photon energy for peak 1.042 Ha
  error if f multiplies broadened A: 4.17 % of peak
|M_k|^2 4.00e-06 Ha^2
golden rule vs formula, largest relative gap 3.0e-13
staggered site energy 0.01 Ha, two bands, k = 0:
  interference at U = 0: 1.4e-13 of peak
  interference at U = 0.08 Ha: 3.84 % of peak
PART TWO: hole with boson, one dimension
boson energy 0.2 Ha, coupling 0.1 Ha, range 2.0 bohr
orbital decay constant 1.0 1/bohr, channels 5
relaxation shift of main line 0.0500 Ha = 1.361 eV
Dyson norms squared s=0,1,2: 0.7788, 0.1947, 0.0243
first extrinsic term vs full response, gap 1.1e-04
kinetic energy (Ha); current full/sudden: main, satellite;
  satellite/main ratio: sudden, full, relative error of sudden in %
  1.0; 1.0448, 0.8722; 0.2977, 0.2485, 19.80
  2.0; 1.0321, 0.9067; 0.2802, 0.2462, 13.82
  4.0; 1.0186, 0.9450; 0.2669, 0.2476, 7.79
  8.0; 1.0099, 0.9705; 0.2589, 0.2488, 4.06
 16.0; 1.0050, 0.9847; 0.2546, 0.2494, 2.06
 32.0; 1.0024, 0.9921; 0.2523, 0.2497, 1.04
 64.0; 1.0009, 0.9957; 0.2512, 0.2499, 0.52
coupling off: current vs golden rule, largest gap 4.0e-04
(full/sudden ratio - 1)*energy at 32, 64 Ha: -0.3288, -0.3316 Ha
\end{verbatim}
